# Infrared dressing of a tunnelling defect: cubic and ohmic baths compared

**Q.** I study a defect that tunnels between two equivalent orientations in a crystal. I am told that the lattice reduces its tunnel splitting by a Franck-Condon factor. How does that factor arise?

**A.** Let the orientations be \(\sigma_z=\pm1\), with bare splitting \(\Delta_0\), an energy. I assume no bias between the wells and a coupling linear in harmonic modes:

\[
H=-\frac{\Delta_0}{2}\sigma_x+\frac{\sigma_z}{2}\sum_k\hbar g_k(b_k+b_k^\dagger)+\sum_k\hbar\omega_k b_k^\dagger b_k .
\]

Hold the defect in one well. Completing the square for one mode gives

\[
\hbar\omega b^\dagger b+\frac{\sigma_z\hbar g}{2}(b+b^\dagger)
=\hbar\omega\Big(b^\dagger+\frac{\sigma_z g}{2\omega}\Big)\Big(b+\frac{\sigma_z g}{2\omega}\Big)-\frac{\hbar g^2}{4\omega}.
\]

The ground state is a coherent state of amplitude \(-\sigma_z\beta\), with \(\beta=g/2\omega\). The two wells have the same energy but opposite displacements, and their overlap is

\[
\langle\beta|-\beta\rangle=e^{-\beta^2}\sum_n\frac{(-\beta^2)^n}{n!}=e^{-2\beta^2}=e^{-g^2/2\omega^2}.
\]

A hop must carry every mode from one displacement to the other, so its matrix element \(-\Delta_0/2\) is multiplied by the product of these overlaps. With \(J(\omega)=\sum_k g_k^2\,\delta(\omega-\omega_k)\),

\[
\Delta_r=\Delta_0e^{-W},\qquad W=\frac12\int_0^\infty\frac{J(\omega)}{\omega^2}\,d\omega .
\]

This is first order in \(\Delta_0\), and it presumes that each mode is fast compared with the tunnelling. For one mode with \(g=1.2\,\omega\) and \(\Delta_0=0.01\,\hbar\omega\), diagonalization gives a reduction of 0.48674, against 0.48675 from the overlap.

**Q.** What do the slow modes do to that integral?

**A.** Take \(J\propto\omega^s\). The integrand is \(\omega^{s-2}\), so a decade of frequency around \(\omega\) contributes in proportion to \(\omega^{s-1}\). The sum over ever lower decades converges if \(s>1\). With a lower cutoff \(\omega_{\min}\) and an upper cutoff \(\omega_c\),

\[
J=A\omega^3:\quad W=\frac A2\int_{\omega_{\min}}^{\omega_c}\omega\,d\omega=\frac A4(\omega_c^2-\omega_{\min}^2),
\]
\[
J=2\alpha\omega:\quad W=\alpha\int_{\omega_{\min}}^{\omega_c}\frac{d\omega}{\omega}=\alpha\ln\frac{\omega_c}{\omega_{\min}} .
\]

As \(\omega_{\min}\to0\) the cubic exponent tends to \(A\omega_c^2/4\), while the ohmic one grows without limit. A slow oscillator is soft, so a given coupling displaces it far. In the cubic bath the coupling fades fast enough to offset this. In the ohmic bath every decade costs the same factor of overlap.

The cubic exponent still needs the upper cutoff, which a crystal supplies. Finite does not mean small.

**Q.** Does the convergence survive at nonzero temperature?

**A.** For the cubic bath it does. The hop contains the operator \(e^X\) with \(X=(g/\omega)(b^\dagger-b)\), up to the sign of \(X\). A harmonic thermal state is Gaussian, so \(\langle e^X\rangle=e^{\langle X^2\rangle/2}\). Here \(\langle X^2\rangle=-(g/\omega)^2(2n+1)\), where \(n\) is the Bose occupation and \(2n+1=\coth(\hbar\omega/2k_BT)\). The thermally averaged hop therefore has

\[
W(T)=\frac12\int\frac{J(\omega)}{\omega^2}\coth\frac{\hbar\omega}{2k_BT}\,d\omega .
\]

At low frequency \(\coth\to2k_BT/\hbar\omega\), which removes one power of \(\omega\), and convergence now requires \(s>2\). A bath with \(1<s\le2\) is safe at zero temperature only. For \(s=3\), writing \(\coth=1+2n\) and taking \(k_BT\) far below the cutoff,

\[
W(T)-W(0)=A\int_0^\infty\frac{\omega\,d\omega}{e^{\hbar\omega/k_BT}-1}=\frac{\pi^2}{6}A\Big(\frac{k_BT}{\hbar}\Big)^2 .
\]

**Q.** Acoustic phonons in three dimensions have a density of states proportional to \(\omega^2\). Where does the third power come from?

**A.** From the coupling. If crystal and defect are shifted together, neither orientation can gain energy over the other. The bias therefore depends on strain, not on displacement. For a 90° turn from the \(x\) to the \(y\) cube axis at a site of full cubic symmetry, as in rock salt, symmetry selects the bias \(D(e_{xx}-e_{yy})\), where \(D\) is an energy per unit strain.

In a crystal of volume \(V\) and density \(\rho\), a mode with direction \(\mathbf n=\mathbf k/k\) and polarization \(\mathbf e\) has displacement amplitude \(\sqrt{\hbar/2\rho V\omega}\). Taking the gradient brings a factor \(ik\), whose phase is absorbed into \(b\). Comparison with \(H\) gives

\[
g^2=\frac{D^2k^2}{2\rho V\hbar\omega}\,q,\qquad q=(n_xe_x-n_ye_y)^2 .
\]

Replace the sum over \(\mathbf k\) by \(V\int k^2dk/2\pi^2\) times a directional average, and use \(\omega=vk\) in each branch:

\[
J(\omega)=\sum_\lambda\frac{D^2\langle q\rangle_\lambda}{2\rho\hbar\omega}\,\frac{k^4}{2\pi^2v_\lambda}
=\sum_\lambda A_\lambda\omega^3,\qquad A_\lambda=\frac{D^2\langle q\rangle_\lambda}{4\pi^2\rho\hbar v_\lambda^5}.
\]

For longitudinal waves \(\mathbf e=\mathbf n\). With \(\langle n_x^4\rangle=1/5\) and \(\langle n_x^2n_y^2\rangle=1/15\), the average is \(2/5-2/15=4/15\). Summed over all three polarizations, \(q\) becomes \(n_x^2+n_y^2\), with average \(2/3\). The two transverse branches together therefore have \(2/3-4/15=2/5\).

With each branch cut off at the Debye wavenumber \(k_D\), so that \(\omega\le v_\lambda k_D\),

\[
W_0=\frac14\sum_\lambda A_\lambda v_\lambda^2k_D^2
=\frac{D^2k_D^2}{16\pi^2\rho\hbar}\left[\frac{4/15}{v_L^3}+\frac{2/5}{v_T^3}\right].
\]

A 180° turn at a site with inversion symmetry is different: strain is even under inversion, so the two wells respond equally and this linear coupling has no effect on the hop. At a site without inversion, such as a tetrahedral one, a shear strain can bias \(+x\) against \(-x\), and the hop is dressed.

**Q.** What would happen if a uniform displacement could bias the wells?

**A.** The bath would be ohmic. Replace the strain bias by \(Fu_x\), where \(F\) is a force. The factor \(k^2\) disappears from \(g^2\), leaving

\[
J=\sum_\lambda\frac{F^2\langle e_x^2\rangle_\lambda}{2\rho\hbar\omega}\frac{k^2}{2\pi^2v_\lambda}=2\alpha\omega,\qquad
\alpha=\frac{F^2}{8\pi^2\rho\hbar}\left[\frac{1/3}{v_L^3}+\frac{2/3}{v_T^3}\right].
\]

I summed both couplings over the discrete modes of a periodic box, using the crystal parameters given below, and then doubled the box edge from \(15\) to \(30\) times \(2\pi/k_D\). The strain exponent moved from 0.4979 to 0.4989, close to the infinite-crystal value 0.4992. With \(F=1\) eV/nm, for which \(\alpha=0.0669\), the force exponent rose from 0.2016 to 0.2479. That rise of 0.046 agrees with \(\alpha\ln2\), and each further doubling would add the same amount.

**Q.** Can you put numbers on the strain case?

**A.** Take rough values in the regime of a hydroxyl dipole in potassium chloride, which turns by 90° between cube axes: \(\rho=2.0\) g/cm³, lattice constant 0.63 nm, \(C_{11},C_{12},C_{44}=50,5,7\) GPa, \(D=0.5\) eV and \(\Delta_0=0.1\) meV. The last two are illustrative choices, not fitted to measurements on this defect, whose \(D\) may be several times larger.

For an isotropic model I use Voigt averages. The elastic anisotropy is \(C_{11}-C_{12}-2C_{44}=31\) GPa. The longitudinal modulus is then \(50-0.4\times31=37.6\) GPa and the shear modulus \(7+0.2\times31=13.2\) GPa. The speeds \(v=\sqrt{C/\rho}\) are 4.34 and 2.57 km/s. With four formula units per cube, \(k_D=(6\pi^2\cdot4/a^3)^{1/3}=9.82\) nm⁻¹, and the cutoffs \(\hbar v_\lambda k_D\) are 28.0 and 16.6 meV.

In energy units the total coefficient is \(A/\hbar^2=0.00667\) meV⁻². Its transverse and longitudinal parts stand in the ratio \(1.5\,(v_L/v_T)^5\approx20.5\), so they are about 0.00636 and 0.00031 meV⁻². Hence

\[
W_0\approx\tfrac14\left(0.00636\times16.6^2+0.00031\times28.0^2\right)\approx0.44+0.06=0.50 .
\]

The slower transverse waves supply most of the dressing. The splitting becomes \(0.1\times0.607=0.061\) meV, or 0.70 K. Heating to 4 K raises \(W\) by only 0.0013 (0.0008 if the cubic elastic anisotropy is kept), because \(k_BT\) is then still far below the phonon cutoffs.

**Q.** How closely should I compare that with a real crystal?

**A.** As an estimate of size, no more. The largest uncertainty I have sized is \(D\), because \(W_0\propto D^2\): at 1 eV, with all else fixed, the factor is 0.14 instead of 0.61, and at 1.66 eV \(W_0=5.5\) and the factor is 0.004. Keeping the cubic elastic anisotropy gives \(W_0=0.34\) and a splitting of 0.071 meV, 17% above the isotropic result. Replacing \(k\) by \((2k_D/\pi)\sin(\pi k/2k_D)\) in both the frequency and the strain coupling, as a crude picture of lattice dispersion, gives 0.63 and 0.053 meV, 12% below it. Optical phonons are taken as already absorbed in \(\Delta_0\).

Real crystals also contain random strain. A strain of \(1.2\times10^{-4}\) produces a bias equal to the splitting, and the symmetric two-well assumption then fails. Finally, this defect has six orientations, not two. With 90° hops alone, each of amplitude \(-\Delta_r/2\), every orientation has four neighbours. The levels are \(-2\Delta_r\), then \(0\) three times, then \(+\Delta_r\) twice: here \(-0.121\), \(0\) and \(0.061\) meV. This is first order in \(\Delta_0\). Opposite orientations share one displacement, so second order adds an effective 180° hop; in a model with two modes at 8.7 meV and the same \(W_0\), the outer levels lie at \(-0.123\) and \(0.060\) meV relative to the triplet. Where strains are well below \(10^{-4}\), a spectrum should be compared with that pattern, not with a single two-level line. A strain \(e_{xx}=1.2\times10^{-4}\) already splits the middle triplet by 0.06 meV.

**Q.** For an ohmic bath the exponent diverges. Does the defect then stop tunnelling?

**A.** Not from that argument alone. Take \(\alpha=0.2\), \(\hbar\omega_c=10\) meV and \(\Delta_0=0.1\) meV. For lower cutoffs of \(10^{-3}\), \(10^{-6}\) and \(10^{-9}\) meV, full dressing gives \(W=1.84\), 3.22 and 4.61. All those added modes are slower than the tunnelling itself, and the derivation assumed that modes are fast.

A slow mode cannot settle into a new displacement during each visit to a well. It feels the average position. For a single mode with \(\hbar\omega=0.05\,\Delta_0\) and \(\hbar g=0.1\,\Delta_0\), the full overlap is 0.135. Diagonalization gives \(\langle\sigma_x\rangle=0.995\) in the ground state, so this mode barely disturbs the tunnelling.

**Q.** Then how should the displacement of each mode be chosen?

**A.** By minimizing the energy. Keep the form of the dressed state, but let each mode be displaced by \(-\sigma_zf_k/2\omega_k\), with \(f_k\) free. The oscillator energy is \(\hbar f^2/4\omega\), the coupling gives \(-\hbar gf/2\omega\), and the hop is reduced by the new overlap:

\[
E=-\frac{\Delta_r}{2}+\sum_k\frac{\hbar(f_k^2-2f_kg_k)}{4\omega_k},\qquad
\Delta_r=\Delta_0\exp\Big(-\frac12\sum_k\frac{f_k^2}{\omega_k^2}\Big).
\]

Since \(\partial\Delta_r/\partial f_k=-\Delta_rf_k/\omega_k^2\), the stationary condition is

\[
\frac{\Delta_rf_k}{2\omega_k^2}+\frac{\hbar(f_k-g_k)}{2\omega_k}=0
\quad\Rightarrow\quad f_k=\frac{g_k\,\omega_k}{\omega_k+\Omega_r},\qquad \Omega_r=\frac{\Delta_r}{\hbar}.
\]

Fast modes keep \(f\approx g\), while slow ones have \(f\ll g\). The exponent becomes \(W=\frac12\int J/(\omega+\Omega_r)^2d\omega\): the splitting acts as its own infrared cutoff. For the ohmic bath, writing \(\omega=(\omega+\Omega_r)-\Omega_r\) in the numerator,

\[
W=\alpha\int_0^{\omega_c}\frac{\omega\,d\omega}{(\omega+\Omega_r)^2}
=\alpha\left[\ln\frac{\omega_c+\Omega_r}{\Omega_r}-\frac{\omega_c}{\omega_c+\Omega_r}\right]
\approx\alpha\left[\ln\frac{\hbar\omega_c}{\Delta_r}-1\right],
\]

where the last form holds for \(\Delta_r\ll\hbar\omega_c\). Inserting it in \(\Delta_r=\Delta_0e^{-W}\) gives \(\Delta_r^{1-\alpha}=\Delta_0(e/\hbar\omega_c)^\alpha\), or

\[
\Delta_r=\Delta_0\left(\frac{e\Delta_0}{\hbar\omega_c}\right)^{\alpha/(1-\alpha)} .
\]

For the numbers above this is \(0.1\times(0.0272)^{0.25}=0.041\) meV. In the trial state \(\Delta_r/\Delta_0\) is the ground-state value of \(\langle\sigma_x\rangle\), so about 40% of the tunnelling amplitude survives, although the unrestricted factor tends to zero. This \(\Delta_r\) sets the scale of the tunnelling frequency, not its exact value.

**Q.** Full dressing with \(\Delta_r=0\) also satisfies your equations. Why prefer the other solution?

**A.** Compare their energies. Write \(f^2-2fg=(g-f)^2-g^2\). The fully dressed state has \(f=g\) and energy \(-\sum\hbar g^2/4\omega\). Relative to it, the finite solution costs, using \(g-f=g\,\Omega_r/(\omega+\Omega_r)\),

\[
\sum_k\frac{\hbar(g_k-f_k)^2}{4\omega_k}
=\frac{\hbar}{4}\int_0^{\omega_c}\frac{2\alpha\,\Omega_r^2}{(\omega+\Omega_r)^2}\,d\omega\approx\frac{\alpha\Delta_r}{2},
\]

and gains \(\Delta_r/2\) from tunnelling. The difference is \(-\tfrac12(1-\alpha)\Delta_r\), so the finite solution is lower for \(\alpha<1\).

For \(\alpha>1\), the same small-splitting equation gives \(\Delta_r=\Delta_0(\hbar\omega_c/e\Delta_0)^{\alpha/(\alpha-1)}\). When \(\hbar\omega_c\gg\Delta_0\) this exceeds \(\Delta_0\), which an overlap factor cannot do. Only \(\Delta_r=0\) remains, and within this variational theory the defect is localized. An infrared divergence of the full exponent therefore occurs for any \(\alpha>0\), but it signals lost tunnelling only at strong coupling.

**Q.** That rests on a trial state. Is there evidence independent of it?

**A.** For a small bath, yes. I diagonalized a defect coupled to one to five modes, each four times slower than the last, starting at \(0.5\,\omega_c\). I took \(\Delta_0=0.02\,\hbar\omega_c\). To imitate an ohmic bath with \(\alpha=0.2\), every mode adds the same \(\alpha\ln4\) to the full exponent. In the trial state \(\langle\sigma_x\rangle=\Delta_r/\Delta_0\), so the columns can be compared:

| Modes | Full overlap | Exact \(\langle\sigma_x\rangle\) | Optimised |
|---|---|---|---|
| 1 | 0.758 | 0.772 | 0.770 |
| 3 | 0.435 | 0.533 | 0.517 |
| 4 | 0.330 | 0.504 | 0.486 |
| 5 | 0.250 | 0.499 | 0.481 |

The fifth mode lowers the full overlap by 24% but the exact value by only 1%. The optimised state follows this levelling and ends about 3.5% below the exact value. "Exact" here refers to the five-mode model; lowering the number of levels per mode from six to five shifts the last value by \(1.2\times10^{-5}\).

For a cubic chain, whose exponent starts at 0.5 and falls sixteenfold per mode, the full overlap settles at 0.587 and the exact value at 0.609. There the slow modes hardly matter under either treatment. Five modes show the mechanism at weak coupling; they don't establish the localization threshold.

**Q.** Should I correct the cubic result for slow modes too?

**A.** Not for the level splitting. Expanding \(\omega^2/(\omega+\Omega_r)^2\approx1-2\Omega_r/\omega\) changes the optimised exponent by \(-\Omega_r\sum_\lambda A_\lambda v_\lambda k_D\), with no infrared singularity. In the example this raises the variational \(\Delta_r\) from 0.0607 to 0.0611 meV, or 0.7%.

That \(\Delta_r\), however, is \(\Delta_0\langle\sigma_x\rangle\) in the ground state, not the distance between the two lowest levels. At second order in \(\Delta_0\), fast modes lower both levels by the same amount. The shift adds to \(\langle\sigma_x\rangle=-2\,\partial E/\partial\Delta_0\) but cancels in the two-well splitting. The single fast mode in the first answer shows the difference: its splitting ratio is 0.48674, which the full overlap reproduces, while the optimised displacement would give 0.490. For the cubic splitting, keep 0.0607 meV.

**Q.** Would I see a sharp splitting in both baths?

**A.** That depends on the decay rate as well as on \(\Delta_r\). Expanding the dressed hop to one phonon gives a matrix element of size \(\Delta_rg/2\omega\). At resonance, \(\hbar\omega=\Delta_r\), this equals \(\hbar g/2\). The golden rule at zero temperature then yields

\[
\Gamma=2\pi\sum_k\frac{g_k^2}{4}\,\delta(\omega_k-\Omega_r)=\frac{\pi}{2}J(\Omega_r).
\]

For two wells in the cubic bath \(\hbar\Gamma/\Delta_r=(\pi/2)(A/\hbar^2)\Delta_r^2=3.9\times10^{-5}\), a lifetime of about 0.28 μs. With all six orientations the rates differ. The upper pair decays to the lowest level across a gap of \(3\Delta_r\), where \(J\) is 27 times larger. The squared matrix element is \(2/3\) of the two-well one, so the decay is 18 times faster, with a lifetime of about 16 ns. The middle triplet is odd under inversion and cannot reach the lowest level by emitting one phonon through the strain coupling.

The two-well ohmic bath gives \(\hbar\Gamma/\Delta_r=\pi\alpha\), whatever the splitting. At \(\alpha=0.2\) that is 0.63, too large for the golden rule to be more than indicative. A finite ohmic \(\Delta_r\) is thus a surviving tunnelling amplitude, not a promise of a narrow line.

**Q.** My next host is a quantum paraelectric. Does the cubic law protect a polar defect there?

**A.** It protects against the strain coupling, but a soft polar mode is a second bath. Its optical displacement moves ions against each other, so translation symmetry does not forbid a uniform coupling to a dipole. Take transverse modes with \(\omega^2=\Omega^2+v^2k^2\), and \(g^2\propto1/\omega\) from the displacement amplitude. Since \(k\,dk=\omega\,d\omega/v^2\),

\[
J(\omega)\,d\omega\propto\frac{k^2dk}{\omega}=\frac{k\,d\omega}{v^2}
\quad\Rightarrow\quad J=2\alpha\sqrt{\omega^2-\Omega^2}\quad(\omega>\Omega).
\]

With upper cutoff \(\Lambda\), integration by parts gives

\[
W=\alpha\int_\Omega^\Lambda\frac{\sqrt{\omega^2-\Omega^2}}{\omega^2}\,d\omega
=\alpha\left[\operatorname{arccosh}\frac{\Lambda}{\Omega}-\sqrt{1-\frac{\Omega^2}{\Lambda^2}}\right].
\]

While the gap is open, \(W\) is finite. For \(\Omega\ll\Lambda\) it approaches \(\alpha[\ln(2\Lambda/\Omega)-1]\), and at \(\Omega=0\) the bath is ohmic. Holding \(\alpha=0.2\) and \(\hbar\Lambda=10\) meV fixed, gaps of 1, 0.1 and 0.01 meV give \(W=0.40\), 0.86 and 1.32.

These are full-dressing exponents for a model mode. Once \(\hbar\Omega\) is no longer large compared with the splitting, as for the two smaller gaps if \(\Delta_0=0.1\) meV, the displacement must again be optimised. Interactions between soft phonons, neglected here, may also matter near the transition.

## Computed values

```
density 2.0 g/cm3, lattice constant 0.63 nm
C11, C12, C44: 50, 5, 7 GPa
D 0.50 eV, bare splitting 0.100 meV
vL 4.336 km/s, vT 2.569 km/s, kD 9.821 1/nm
branch cutoffs L, T: 28.03, 16.61 meV
A/hbar^2 0.00667 1/meV^2
cubic bath: W0 0.4992, factor exp(-W0) 0.6070
dressed splitting 0.06070 meV = 0.704 K
box sum of W, R=15: 0.4979, R=30: 0.4989
power of J from box: strain 2.998, force 1.002
uniform force 1.0 eV/nm: alpha 0.0669
force exponent, R=15: 0.2016, R=30: 0.2479
rise of W at 0.1 K: 8.15e-07, at 4 K: 1.30e-03
decay width/splitting at T=0: 3.86e-05
one-phonon lifetime at T=0: 0.281 us
-- sizes of neglected effects --
W with elastic anisotropy 0.3401, mesh shift 1.0e-14
splitting with anisotropy 0.07117 meV
W with sine dispersion 0.6264
splitting with sine dispersion 0.05345 meV
if D = 1 eV: W 1.997, factor 0.1358
optimised displacement: splitting 0.06111 meV
strain whose bias equals splitting: 1.21e-04
six-orientation levels (meV): -0.1214 0.0000 0.0000 0.0000 0.0607 0.0607
kT at 0.1 K: 0.00862 meV
-- ohmic bath --
alpha 0.2, cutoff 10 meV, bare splitting 0.1 meV
lower cutoff 1e-03 meV: W 1.842, factor 0.1585
lower cutoff 1e-06 meV: W 3.224, factor 0.0398
lower cutoff 1e-09 meV: W 4.605, factor 0.0100
optimised splitting 0.04052 meV
scaling formula 0.04060 meV
-- exact diagonalization, energies in units of the cutoff --
fast mode w=1, g=1.2: exact 0.48674, overlap 0.48675
slow mode w=0.05, g=0.1, Delta0=1: <sx> 0.9950
slow mode vacuum overlap 0.1353
chain: Delta0 0.02, ohmic alpha 0.2
mode frequencies: 0.50000 0.12500 0.03125 0.00781 0.00195
modes: full overlap, exact <sx>, optimised
ohmic 1: 0.7579 0.7720 0.7703
ohmic 2: 0.5743 0.6177 0.6100
ohmic 3: 0.4353 0.5328 0.5173
ohmic 4: 0.3299 0.5036 0.4858
ohmic 5: 0.2500 0.4985 0.4812
cubic 1: 0.6065 0.6254 0.6212
cubic 2: 0.5879 0.6097 0.6049
cubic 3: 0.5867 0.6091 0.6043
cubic 4: 0.5867 0.6090 0.6043
cubic 5: 0.5866 0.6090 0.6043
ladder truncation shift of <sx>: 1.2e-05
-- soft polar mode, alpha 0.2, top 10 meV --
gap 1.0 meV: W 0.3996, factor 0.6706
gap 0.1 meV: W 0.8597, factor 0.4233
gap 0.01 meV: W 1.3202, factor 0.2671
```
